# How SCF Energy, Dipole and Force Errors Scale with the Orbital Gradient

**Question.** A closed-shell Hartree-Fock calculation is stopped when its orbital gradient has a small but finite norm $|g|$. How large are the errors left in the energy, the dipole moment and the forces, how do they scale with $|g|$, and what threshold does each quantity need?

**Answer.** Near a stable minimum the energy error is quadratic in the gradient, roughly $|g|^2$ divided by an excitation-like stiffness. The errors of the dipole and the forces are in general linear in $|g|$. When the lowest stiffness and the response constants derived below are of order one in atomic units, as in the RHF/6-31G water example (larger basis sets give much larger force constants $k$), a gradient threshold near $\sqrt{\tau_E}$ therefore secures the energy to about $\tau_E$, but such properties only to order $\sqrt{\tau_E}$; otherwise these constants must be kept in the thresholds. Under the same condition, guaranteeing a property to $\tau_P$ whatever the direction of the gradient takes a gradient of order $\tau_P$, or an energy error of order $\tau_P^2$.

All errors here are relative to the converged restricted Hartree-Fock minimum in the same basis; basis-set error and electron correlation are left out. Orbitals are real and units are atomic. Indices $i,j$ denote occupied orbitals, $a,b$ virtual ones and $p,q,r,s$ any orbital. Integrals $(pq|rs)$ have $p,q$ on the first electron.

## The energy around unconverged orbitals

Let $C$ hold the current orthonormal orbitals. Other orbitals are reached by $C\to Ce^{K}$, where, in occupied-virtual block form,

$$K=\begin{pmatrix}0&-\kappa^T\\ \kappa&0\end{pmatrix}.$$

Since $K^T=-K$, the matrix $e^K$ is orthogonal and orthonormality is kept. Rotations within the occupied or the virtual block are omitted because they leave the density unchanged.

In the basis of the current orbitals the density matrix is $D=2P_0$, where $P_0$ is the unit matrix in the occupied block and zero elsewhere. After the rotation it is

$$2e^KP_0e^{-K}=2P_0+2X+2Y+O(\kappa^3),$$

with $X=[K,P_0]$ and $Y=\tfrac12[K,X]$. Multiplying the blocks gives

$$X=\begin{pmatrix}0&\kappa^T\\ \kappa&0\end{pmatrix},\qquad
Y=\begin{pmatrix}-\kappa^T\kappa&0\\0&\kappa\kappa^T\end{pmatrix}.$$

The energy is $E[D]=\mathrm{Tr}\,Dh+\tfrac12\mathrm{Tr}\,DG(D)+E_{\rm nuc}$, where $h$ is the one-electron Hamiltonian and

$$G(D)_{pq}=\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right].$$

Because $G$ is linear and $\mathrm{Tr}\,AG(B)=\mathrm{Tr}\,BG(A)$ for symmetric matrices, a density change $\delta$ gives

$$E[D+\delta]-E[D]=\mathrm{Tr}\,F\delta+\tfrac12\mathrm{Tr}\,\delta G(\delta),\qquad F=h+G(D).$$

Now insert $\delta=2X+2Y$. The first-order term is $2\,\mathrm{Tr}\,FX=4\sum_{ai}F_{ai}\kappa_{ai}$, since each pair occurs twice in $X$. Hence

$$g_{ai}=4F_{ai}.$$

There are two second-order terms. The first is

$$2\,\mathrm{Tr}\,FY=2\sum_{abi}F_{ab}\kappa_{ai}\kappa_{bi}-2\sum_{aij}F_{ij}\kappa_{ai}\kappa_{aj}.$$

The second is $\tfrac12\mathrm{Tr}\,(2X)G(2X)=2\,\mathrm{Tr}\,XG(X)$. Each factor $X$ has an $ai$ and an $ia$ element. The four combinations give four equal Coulomb integrals $(ai|bj)$, but two exchange integrals $(ab|ij)$ and two $(aj|ib)$. With the factor $-\tfrac12$ for exchange,

$$2\,\mathrm{Tr}\,XG(X)=2\sum_{aibj}\kappa_{ai}\kappa_{bj}\left[4(ai|bj)-(ab|ij)-(aj|ib)\right].$$

Treating $\kappa$ and $g$ as vectors over the pairs $ai$, and writing the sum of both terms as $\tfrac12\kappa^TH\kappa$, we find

$$H_{ai,bj}=4\left[F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+4(ai|bj)-(ab|ij)-(aj|ib)\right].$$

No stationarity was assumed, so $g$ and $H$ can be evaluated at any iterate.

## The energy error

Through second order, $E(\kappa)=E+g^T\kappa+\tfrac12\kappa^TH\kappa$. If $H$ is positive definite, setting the derivative $g+H\kappa$ to zero gives the minimum at $\kappa=-H^{-1}g$. Substitution lowers the energy by $g^TH^{-1}g-\tfrac12g^TH^{-1}g$, so

$$\boxed{\delta E=E-E^*=\tfrac12g^TH^{-1}g+O(g^3)}$$

The remainder is cubic because the rotation is of order $g$ and the first neglected energy term is of order $\kappa^3$.

Let $\lambda_n$ be the eigenvalues of $H$ and $g_n$ the components of $g$ along its eigenvectors. Then $\delta E=\tfrac12\sum_ng_n^2/\lambda_n$ to leading order, and

$$\frac{|g|^2}{2\lambda_{\max}}\le\delta E\le\frac{|g|^2}{2\lambda_{\min}}.$$

A given gradient costs most energy along a soft mode: the weak restoring force means that the orbitals are still far from the minimum.

To see where the orbital gap enters, choose orbitals that diagonalize the occupied and virtual blocks of $F$, with diagonal elements $\varepsilon_i$ and $\varepsilon_a$. If the two-electron integrals in $H$ are neglected, $H\approx4\Delta$, where $\Delta$ is diagonal with elements $\varepsilon_a-\varepsilon_i$. Then

$$\delta E\approx\frac12\sum_{ai}\frac{(4F_{ai})^2}{4(\varepsilon_a-\varepsilon_i)}
=2\sum_{ai}\frac{F_{ai}^2}{\varepsilon_a-\varepsilon_i}.$$

Replacing every denominator by the HOMO-LUMO gap gives the cruder estimate $|g|^2/(8\,\mathrm{gap})$.

This is not a safe upper bound. The lowest eigenvalue of $H$ cannot exceed any diagonal element. For $i$ the HOMO and $a$ the LUMO, that element is $4[\mathrm{gap}+3(ai|ai)-(aa|ii)]$. Whenever the Coulomb integral $(aa|ii)$ exceeds three times the exchange integral $(ai|ai)$, $\lambda_{\min}$ lies below four times the gap.

## Why properties converge more slowly

The energy is stationary at the minimum, but the dipole moment in general is not. Its electronic part is $-\mathrm{Tr}\,Dz$, so the density change $2X$ gives the slope

$$m_{ai}=\frac{\partial\mu_z}{\partial\kappa_{ai}}=-4z_{ai}.$$

The current orbitals are displaced from the minimum by $H^{-1}g$ to leading order. Therefore

$$\delta\mu=m^TH^{-1}g+O(g^2).$$

Write the leading term as the scalar product of $H^{-1/2}m$ and $H^{-1/2}g$. The Cauchy-Schwarz inequality, with $g^TH^{-1}g=2\delta E$, gives

$$\boxed{|\delta\mu|\le\sqrt{2\alpha\,\delta E}},\qquad \alpha=m^TH^{-1}m,$$

again to leading order.

The constant $\alpha$ is the static Hartree-Fock polarizability. A weak field $\mathcal E$ along $z$ adds $-\mathcal E\mu_z$ to the energy. Around the field-free minimum, the terms that fix the leading response are $\tfrac12\kappa^TH\kappa-\mathcal E m^T\kappa$. They are minimized by $\kappa=\mathcal EH^{-1}m$, which changes the dipole by $m^T\kappa=\alpha\mathcal E$.

The same orbitals show that the bound can be reached. Used without the field, they have $\delta E=\tfrac12\kappa^TH\kappa=\tfrac12\alpha\mathcal E^2$ and $\delta\mu=\alpha\mathcal E$, hence $\delta\mu=\sqrt{2\alpha\,\delta E}$ for $\mathcal E>0$.

Symmetry can remove the linear term. In water with its axis along $z$ and its plane containing $y$, a rotation with the symmetry of a field along $y$ changes sign under the reflection $y\to-y$, while $\mu_z$ does not. The resulting $\delta\mu_z$ must be even in the rotation and starts at second order.

## Forces

When a nuclear coordinate $x$ changes, the basis functions move and their overlap matrix $S(x)$ changes. A force for unconverged orbitals therefore needs a rule for carrying the orbitals along. Take

$$C(x)=CM^{-1/2},\qquad M=C^TS(x)C.$$

These orbitals are orthonormal, because $M^{-1/2}MM^{-1/2}=1$. Carrying also commutes with rotation: starting from $Ce^K$ gives $Ce^K(e^{-K}Me^K)^{-1/2}=CM^{-1/2}e^K$. Thus $E(x,\kappa)$ is well defined.

Define $f=-\partial E/\partial x$ at fixed $\kappa$. At the minimum this is the full force, since the missing term $g^T\,d\kappa/dx$ vanishes with $g$. Away from it, let $b=\partial^2E/\partial x\,\partial\kappa$. The displacement $H^{-1}g$ then gives

$$\delta f=-b^TH^{-1}g+O(g^2),\qquad |\delta f|\le\sqrt{2k\,\delta E},\qquad k=b^TH^{-1}b,$$

where the bound holds to leading order by the same inequality.

To interpret $k$, displace the nucleus by $u$ from a geometry with converged orbitals. The $\kappa$-dependent energy is $u\,b^T\kappa+\tfrac12\kappa^TH\kappa$ to second order. Its minimum, at $\kappa=-uH^{-1}b$, is $-\tfrac12ku^2$. Thus $k$ is the amount by which orbital relaxation lowers the force constant relative to carried orbitals. Its value belongs to this carrying rule, and so do all force errors and force thresholds quoted below. The usual analytic gradient formula, applied to unconverged orbitals, has a different error, which depends on the direction of the displacement and on the orbital energies used in the energy-weighted density. With energies from the occupied block of the current Fock matrix, the error in the water example is linear in $g$. It is about 3.8 times smaller than the carried-orbital error for a rotation along $H^{-1}b$, and about 1.5 times smaller at iteration 14 of the table below. With the eigenvalues of the preceding Fock matrix, whose diagonalization produced the orbitals, it is about 80 times smaller at that iteration. These factors belong to the 6-31G basis: the 3.8 becomes 23 in cc-pVDZ and 81 in aug-cc-pVDZ.

## Sizes in water

The example is RHF/6-31G water with an O-H distance of 1.81 bohr and an angle of 104.4°. The dipole is the component $\mu_z$ along the symmetry axis, and the force is that on oxygen along the same axis. The gap is 0.705 hartree, so four times the gap is 2.82 hartree, whereas $\lambda_{\min}=1.44$ hartree and $\lambda_{\max}=86.5$ hartree. All these constants belong to the basis. In cc-pVDZ and aug-cc-pVDZ the gap is 0.679 and 0.545 hartree, $\lambda_{\min}$ is 1.40 and 1.30 hartree, $\lambda_{\max}$ is 95 and 96 hartree, the axial $\alpha$ is 5.10 and 8.06 bohr³ (4.42 in 6-31G), and the axial $k$ on oxygen is 18.9 and 75 hartree/bohr² (1.88 in 6-31G).

For $|g|=10^{-3}$ hartree along the softest mode,

$$\delta E\approx\frac{10^{-6}}{2(1.44)}=3.5\times10^{-7}\ \text{hartree},$$

as the direct energy difference confirms. The crude gap formula gives $1.8\times10^{-7}$ hartree, about half the true error. Along the stiffest mode the same gradient norm costs only $5.8\times10^{-9}$ hartree.

Plain Roothaan iterations, which diagonalize each new Fock matrix without acceleration, leave these errors when started from a superposition of atomic densities in a minimal basis (the rows depend on the starting guess):

| Iteration | $\lvert g\rvert$ (hartree) | $\delta E$ (hartree) | $\lvert\delta\mu\rvert$ ($e$ bohr) | $\lvert\delta f\rvert$ (hartree/bohr) |
|---:|---:|---:|---:|---:|
| 1 | $8.4\times10^{-1}$ | $3.8\times10^{-2}$ | $2.7\times10^{-1}$ | $1.5\times10^{-2}$ |
| 10 | $6.6\times10^{-3}$ | $1.9\times10^{-6}$ | $1.0\times10^{-3}$ | $6.1\times10^{-4}$ |
| 14 | $8.07\times10^{-4}$ | $2.87\times10^{-8}$ | $1.22\times10^{-4}$ | $7.42\times10^{-5}$ |
| 18 | $9.84\times10^{-5}$ | $4.27\times10^{-10}$ | $1.49\times10^{-5}$ | $9.04\times10^{-6}$ |

From iteration 14 to 18 the gradient falls by a factor 8.2. The dipole and force errors also fall by 8.2, while the energy error falls by $67\approx8.2^2$.

At iteration 14, the polarizability $\alpha=4.42$ bohr³ gives the dipole bound

$$\sqrt{2(4.42)(2.87\times10^{-8})}=5.0\times10^{-4}\ e\,\text{bohr}.$$

The actual error is about a quarter of this. With $k=1.88$ hartree/bohr², the force bound is $3.3\times10^{-4}$ hartree/bohr, also above the actual error.

The first iteration marks the edge of the estimates. The quadratic energy formula is still within about 2%, but the linear force formula, with $b$ and $H$ evaluated at the iterate, gives $7.0\times10^{-3}$ instead of $1.5\times10^{-2}$ hartree/bohr; the slope at the minimum, extended along the true displacement, gives about $2.5\times10^{-2}$ hartree/bohr. Higher-order terms matter there.

In the later iterations the sum $2\sum F_{ai}^2/(\varepsilon_a-\varepsilon_i)$ stays at 1.59 times the true energy error. This follows from the iteration itself. To first order, diagonalizing $F$ rotates the orbitals by $-F_{ai}/(\varepsilon_a-\varepsilon_i)$, that is, by $-(4\Delta)^{-1}g$. With displacement $d=H^{-1}g$ from the minimum, one iteration gives

$$d'=\left[1-(4\Delta)^{-1}H\right]d.$$

An eigenvector of $(4\Delta)^{-1}H$ with eigenvalue $\nu$ is multiplied by $1-\nu$. For that vector, the ratio of the gap sum to the true error is

$$\frac{g^T(4\Delta)^{-1}g}{g^TH^{-1}g}=\frac{d^TH(4\Delta)^{-1}Hd}{d^THd}=\nu.$$

Here $\nu$ runs from 0.482 to 1.591. The upper end has the largest $|1-\nu|$, namely 0.591, and survives longest. Four iterations should reduce the gradient by $0.591^4=0.122$, which matches the table.

## Choosing thresholds

For the energy, the upper bound on $\delta E$ requires $|g|\le\sqrt{2\lambda_{\min}\tau_E}$. With $\tau_E=10^{-6}$ hartree,

$$|g|\le\sqrt{2(1.44)(10^{-6})}=1.7\times10^{-3}\ \text{hartree}.$$

Knowing no more than $\delta E\le10^{-6}$ hartree, one can guarantee $\mu_z$ to $3.0\times10^{-3}\ e$ bohr and the axial force on oxygen to $1.94\times10^{-3}$ hartree/bohr, to leading order. Every other component has its own constant, which can be larger: for the in-plane $y$ direction $\alpha=6.65$ bohr³ and, on oxygen, $k=2.29$ hartree/bohr², giving $3.65\times10^{-3}\ e$ bohr and $2.14\times10^{-3}$ hartree/bohr.

For a dipole tolerance $\tau_P$, the inequality $|m^TH^{-1}g|\le|H^{-1}m||g|$ gives

$$|g|\le\frac{\tau_P}{|H^{-1}m|},\qquad\text{or alternatively}\qquad \delta E\le\frac{\tau_P^2}{2\alpha}.$$

Either condition suffices to leading order. For the force, replace $m$ by $b$ and $\alpha$ by $k$. With $\tau_P=10^{-4}$ atomic units, the limits in water, rounded down and valid for these two components and the 6-31G basis only, are:

- dipole component $\mu_z$: $|g|\le7.7\times10^{-5}$ hartree, or $\delta E\le1.1\times10^{-9}$ hartree;
- axial force on oxygen: $|g|\le1.7\times10^{-4}$ hartree, or $\delta E\le2.6\times10^{-9}$ hartree.

In aug-cc-pVDZ the same limits tighten to $|g|\le6.1\times10^{-5}$ or $\delta E\le6.2\times10^{-10}$ hartree for the dipole, and $|g|\le3.9\times10^{-5}$ or $\delta E\le6.6\times10^{-11}$ hartree for the force. Here $|g|$ is the norm of all elements $4F_{ai}$; a threshold on the norm of $F_{ai}$ itself is four times smaller. Also, $\delta E$ is the remaining error, not the last energy change. If each iteration multiplies the gradient by a factor of magnitude $\rho<1$ along a fixed direction, the remaining error is $\rho^2/(1-\rho^2)$ times the last change. It exceeds that change when $\rho^2>\tfrac12$.

These thresholds presuppose a positive definite $H$ and a small displacement $H^{-1}g$. As $\lambda_{\min}$ approaches zero, a small gradient can hide a large displacement, and the expansion fails. At a saddle point the gradient vanishes although a lower energy is nearby. Even at a true minimum, a small gradient says nothing about a lower minimum elsewhere, and this $H$ does not test rotations that break the closed-shell form. The numerical check compares the estimates with directly computed errors for the stable case treated here.

## Table of computed values

```
Water RHF/6-31G; all values in atomic units unless stated
H coordinates: y = +-1.43 bohr, z = 1.11 bohr; O at origin
O-H distance = 1.8102 bohr, angle = 104.36 degrees
number of rotations = 40
converged energy = -75.98392618 hartree
converged dipole z = 1.035939 e bohr
converged force on O along z = 0.024243 hartree/bohr
analytic force on O along z = 0.024251 hartree/bohr
HOMO-LUMO gap = 0.7050 hartree, 4*gap = 2.8200 hartree
Hessian eigenvalues: min = 1.4394, max = 86.481 hartree
allowed ratio gap-sum/true error: 0.482 to 1.591
polarizability zz: response = 4.4203, finite field = 4.4203 bohr^3
relaxation force constant: response = 1.8799, from energies = 1.8800 hartree/bohr^2
orbitals from field 1e-03 a.u.: dE = 2.205e-06 hartree, dmu = 4.413e-03 e bohr
  |dmu| / sqrt(2 alpha dE) = 0.9995
softest mode: |g| = 1.000e-03 hartree, dE = 3.474e-07 hartree, |g|^2/(8 gap) = 1.773e-07 hartree
stiffest mode: |g| = 1.000e-03 hartree, dE = 5.782e-09 hartree, |g|^2/(8 gap) = 1.773e-07 hartree
halving the rotation divides |g|, dE, dmu, df by 1.999, 3.998, 1.996, 1.999
y-symmetry rotation: halving divides dmu_z by 4.000
Roothaan iterations, energies in hartree (|g| in hartree):
iter  |g|        dE         g.H^-1.g/2  gap sum    |g|^2/(8 gap)
  1  8.382e-01  3.819e-02  3.904e-02  5.041e-02  1.246e-01
  5  9.169e-02  3.723e-04  3.724e-04  5.915e-04  1.491e-03
 10  6.616e-03  1.931e-06  1.931e-06  3.072e-06  7.761e-06
 14  8.069e-04  2.873e-08  2.873e-08  4.571e-08  1.154e-07
 18  9.842e-05  4.273e-10  4.274e-10  6.799e-10  1.718e-09
dipole errors (e bohr) and force errors (hartree/bohr):
iter  dmu         linear      bound      df          linear      bound
  1   2.749e-01   2.837e-01   5.810e-01   1.517e-02   7.028e-03   3.789e-01
  5   1.459e-02   1.462e-02   5.737e-02   8.442e-03   8.438e-03   3.742e-02
 10  -9.976e-04  -9.974e-04   4.132e-03  -6.093e-04  -6.093e-04   2.695e-03
 14  -1.219e-04  -1.219e-04   5.040e-04  -7.420e-05  -7.420e-05   3.287e-04
 18  -1.486e-05  -1.486e-05   6.147e-05  -9.039e-06  -9.039e-06   4.008e-05
energy tolerance 1e-06 hartree: |g| <= 1.697e-03 hartree
  dipole error then up to 2.973e-03 e bohr
  force error then up to 1.939e-03 hartree/bohr
dipole tolerance 1e-04 a.u.: |g| <= 7.781e-05 hartree, or dE <= 1.131e-09 hartree
  dipole error at worst gradient of that size = 1.000e-04 a.u.
force tolerance 1e-04 a.u.: |g| <= 1.750e-04 hartree, or dE <= 2.660e-09 hartree
  force error at worst gradient of that size = 1.000e-04 a.u.
```
